# Off-shell two-phonon scattering below the LO emission threshold, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the two-loop self-energy counts

### A rate that diverges, and a repair that counts twice

Take a conduction electron in a polar semiconductor whose energy lies below that of a longitudinal optical (LO) phonon. It cannot emit a phonon, but it can absorb one. It can also absorb one phonon and emit another, ending at its original energy in a new direction. Second-order perturbation theory gives this event an amplitude proportional to $1/D$, where $D$ is the energy mismatch of the intermediate state. The rate contains $1/D^2$, and $D=0$ is reachable, because absorption alone conserves energy for some phonons. The rate diverges.

A finite lifetime of the intermediate state removes the divergence, but the result is then dominated by a real absorption followed by a real emission. A Boltzmann equation with one-phonon rates already contains that sequence. Adding the regularized rate to it would count those absorptions a second time. Dropping the two-phonon rate altogether would lose the processes in which the intermediate state is never real. What is needed is the part between these two mistakes.

The model is one electron in an otherwise empty, isotropic parabolic band, coupled to a dispersionless LO mode of angular frequency $\omega$ in thermal equilibrium. The units are $\hbar=2m=\omega=1$, so a state of momentum $\mathbf k$ has energy $\varepsilon_k=k^2$, and the emission threshold is $E=1$. The phonon occupation is $N$.

### The simplest case: one resonant denominator

Let the intermediate state decay at rate $\Gamma$, so that its amplitude decays at $\gamma=\Gamma/2$. The squared amplitude contains

$$\frac1{|D+i\gamma|^2}=\frac1{D^2+\gamma^2}.$$

Compare this with the real part of the square without the modulus,

$$\mathrm{Re}\,\frac1{(D+i\gamma)^2}=\frac{D^2-\gamma^2}{(D^2+\gamma^2)^2}.$$

Writing the first expression as $(D^2+\gamma^2)/(D^2+\gamma^2)^2$ and subtracting gives an identity:

$$\frac1{D^2+\gamma^2}=\mathrm{Re}\,\frac1{(D+i\gamma)^2}+\frac{2\gamma^2}{(D^2+\gamma^2)^2}.$$

The last term is a narrow peak. Since $\int dD\,(D^2+\gamma^2)^{-2}=\pi/(2\gamma^3)$, its area is $\pi/\gamma$. For a smooth weight and small $\gamma$,

$$\frac1{D^2+\Gamma^2/4}=\frac{2\pi}{\Gamma}\,\delta(D)+\mathrm{Fp}\,\frac1{D^2}+O(\Gamma).\tag{1}$$

Here Fp, the Hadamard finite part, is defined by $\mathrm{Fp}\,D^{-2}=\mathrm{Re}\,(D+i0)^{-2}$. It is minus the derivative of the principal value $P(1/D)$.

A constant weight on $-1<D<1$ shows what this means:

$$\int_{-1}^{1}\frac{dD}{D^2+\gamma^2}=\frac2\gamma\arctan\frac1\gamma=\frac\pi\gamma-2+O(\gamma^2).$$

The peak gives $\pi/\gamma$ and the finite part gives $-2$. The full expression is positive, but the remainder after removal of the peak need not be. An off-shell "rate" of this kind is a correction to what has already been counted, and it may have either sign.

### Many paths: the two-loop self-energy

The coupling is

$$H_1=\sum_{\mathbf k\mathbf q}g_q\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}).$$

With an otherwise empty band the electron propagates only forward in time, so the vertices have one time order. The thermal average pairs the phonon operators. Each pair, or phonon line, has two parts. With weight $n_+=N+1$ a phonon is emitted at the earlier vertex and reabsorbed at the later one, and the electron has one quantum less in between. With weight $n_-=N$ the phonon is absorbed first, and the electron has one quantum more. A sign $s=\pm1$ labels the two, and the electron's energy argument under the line is $E-s$.

Four vertices can be paired in three ways. Pairing the first with the second and the third with the fourth only repeats the one-loop self-energy, so it is not part of the two-loop term. Nested lines give the rainbow diagram and interlaced lines give the crossed one. With $G_{\mathbf p}(z)=1/(z-\varepsilon_p+i0)$,

$$\Sigma_4=\sum_{\mathbf q\mathbf q'ss'}n_sn_{s'}|g_q|^2|g_{q'}|^2\,G_1(E-s)\,G_2(E-s-s')\,[\,G_1(E-s)+G_3(E-s')\,].\tag{2}$$

The label 1 denotes the electron after the first line has opened, 2 the state under both lines, and 3 the state with only the second line open. The rainbow visits 1, 2, 1, and the crossed diagram visits 1, 2, 3.

Equation (2) was tested on a small system in which the thermal sum can be carried out explicitly over phonon number states. It had three electron momenta with energies 0, 0.3 and 0.75, two phonon modes, coupling 0.3 and $N=0.2$. At the complex energy $0.4+0.5i$ the two results agreed to better than one part in $10^6$.

### Cutting through the two-phonon state

With this sign convention the decay rate is $\Gamma=-2\,\mathrm{Im}\,\Sigma$. An imaginary part arises when a state in the diagram becomes real. If that state is 2, two phonons have been exchanged with the lattice when the electron leaves. This is the two-phonon cut. If it is 1 or 3, the electron leaves after one phonon, and the rest of the diagram corrects a one-phonon rate. For the rainbow,

$$\mathrm{Im}(G_1^2G_2)=\mathrm{Re}(G_1^2)\,\mathrm{Im}\,G_2+\mathrm{Im}(G_1^2)\,\mathrm{Re}\,G_2,$$

and the first term is the two-phonon cut. There $\mathrm{Im}\,G_2=-\pi\delta$, so $-2\,\mathrm{Im}\,\Sigma$ acquires the factor $+2\pi\delta$.

Now select one phonon $\mathbf q$ absorbed and one phonon $\mathbf q'$ emitted. The final momentum is $\mathbf k'=\mathbf k+\mathbf q-\mathbf q'$ and the final energy equals the initial one. The mismatches for the two orders are

$$D_1=E+1-|\mathbf k+\mathbf q|^2\quad\text{(absorb first)},\qquad D_2=E-1-|\mathbf k-\mathbf q'|^2\quad\text{(emit first)}.$$

If the absorbed phonon is the first line, the bracket in (2) supplies $1/D_1^2+1/(D_1D_2)$. If the emitted phonon is the first line, it supplies $1/D_2^2+1/(D_2D_1)$. The sum is a perfect square:

$$\Gamma_2=2\pi N(N+1)\sum_{\mathbf q\mathbf q'}|g_qg_{q'}|^2\left(\frac1{D_1}+\frac1{D_2}\right)^2\delta(E-\varepsilon_{k'}).\tag{3}$$

The diagram also fixes how the square is to be read. For $E<1$, $D_2\le E-1<0$, so the state after emission is never real. Its propagator has no imaginary part, and the cross term is $2P(1/D_1)/D_2$. The resonant square comes from a retarded double pole, $\mathrm{Re}(D_1+i0)^{-2}$, which is the finite part in (1).

In the three-momentum system, equation (3) predicts the strength of the pole of $\Sigma_4$ at the energy 0.75. There $D_1=0.75+1-0.3=1.45$ and $D_2=0.75-1-0.3=-0.55$, so the two orders have opposite signs. The strength extracted from the phonon-number sum agreed with $N(N+1)g^4(1/D_1+1/D_2)^2$ to better than one part in $10^5$.

The strict two-loop self-energy therefore contains no sequential term proportional to $1/\Gamma$. Such a term enters when the intermediate propagator is given a lifetime and its modulus is squared.

### Identifying the sequential term

Let the intermediate state $\mathbf p=\mathbf k+\mathbf q$ decay at the total rate $\Gamma_p$. Replace $1/D_1^2$ in (3) by the left side of (1) and keep the delta term:

$$\Gamma_{\rm on}=\sum_{\mathbf q}2\pi N|g_q|^2\delta(D_1)\;\frac1{\Gamma_p}\sum_{\mathbf q'}2\pi(N+1)|g_{q'}|^2\delta(E-\varepsilon_{k'}).$$

The first factor is the one-phonon absorption rate. The second is the emission rate from $\mathbf p$ divided by the total decay rate from $\mathbf p$, which is the probability that the next event is an emission. The corresponding delta term for two absorptions carries the probability that the next event is an absorption. The two probabilities add to one. The delta terms together therefore reproduce the one-phonon absorption rate once. They are not an additional loss.

### The Boltzmann equation has the same term

The statement can be checked on momentum relaxation, which needs explicit rates. For the Fröhlich interaction in a crystal of volume $\Omega$, $|g_q|^2=4\pi\alpha/(q^2\Omega)$ with dimensionless constant $\alpha$. The rate from momentum $k$ to the shell of momentum $K$, with phonon weight $n$, is

$$2\pi n\int\frac{d^3p}{(2\pi)^3}\frac{4\pi\alpha}{|\mathbf p-\mathbf k|^2}\,\delta(K^2-p^2).$$

The radial integral gives $K/2$ and the azimuth gives $2\pi$. The prefactor is $2\pi\cdot4\pi\cdot2\pi/(8\pi^3)\cdot K/2=K$, so the rate is $n\alpha K\int_{-1}^1d\mu/(k^2+K^2-2kK\mu)$. Define

$$L(K,k)=kK\int_{-1}^{1}\frac{d\mu}{k^2+K^2-2kK\mu}=\ln\left|\frac{K+k}{K-k}\right|,$$

$$M(K,k)=kK\int_{-1}^{1}\frac{\mu\,d\mu}{k^2+K^2-2kK\mu}=\frac{k^2+K^2}{2kK}\,L-1.$$

The second result follows from writing $2kK\mu=(k^2+K^2)-(k^2+K^2-2kK\mu)$ in the numerator. The rate is $n\alpha L/k$, and the mean cosine of the scattering angle is $M/L$. Absorption from below threshold leads to momentum $a=\sqrt{1+k^2}$, so

$$\Gamma_{\rm abs}=\frac{\alpha N}{k}L(a,k).$$

As $k\to0$, $L\to2k/a\to2k$ and $\Gamma_{\rm abs}\to2\alpha N$.

In a weak electric field, write the change of the distribution, relative to equilibrium, as proportional to $F(k)$ times the cosine between $\mathbf k$ and the force. Detailed balance turns the linearized Boltzmann equation into

$$\sum_{\mathbf k'}W_{\mathbf k\to\mathbf k'}\,[F(k)-\cos\theta\,F(k')]=v_k,\qquad v_k=2k,\tag{4}$$

where $W$ is the one-phonon rate and $\theta$ the scattering angle. It couples the energies $E,E+1,E+2,\dots$ like the rungs of a ladder.

At small $N$ two rungs suffice. With $L$ and $M$ taken between $k$ and $a$, and absorption from the upper rung neglected,

$$\frac{\alpha N}{k}(LF_0-MF_1)=v_0,\qquad \frac{\alpha(N+1)}{a}(LF_1-MF_0)=v_1.$$

From the second equation, $F_1=(M/L)F_0+av_1/[\alpha(N+1)L]$. Since $F_0$ grows as $1/N$, the last term is negligible by comparison. Inserting the first term gives $F_0=v_0/\Gamma_{\rm seq}$ with

$$\Gamma_{\rm seq}=\Gamma_{\rm abs}\left(1-\frac{M^2}{L^2}\right)=\frac{\alpha N}{k}\,\frac{L^2-M^2}{L}.\tag{5}$$

The delta term gives the same result. Successive scatterings with independent azimuths multiply their mean cosines, so absorption followed by emission has mean cosine $(M/L)^2$. The full ladder, solved at $N=10^{-6}$ and $\alpha=0.07$ for $E=0.2$, 0.5 and 0.9, agreed with the delta term to better than one part in $10^4$. The sequential event is thus present in the one-phonon Boltzmann equation, including its effect on direction. What may be added to that equation is the off-shell part of (3).

## Second half: the off-shell rate and where it matters

### Symbols and results carried over

Units are $\hbar=2m=\omega=1$. The electron has momentum $k$ and energy $E=k^2<1$, the phonon occupation is $N$, and the Fröhlich constant is $\alpha$. After real absorption the momentum is $a=\sqrt{1+k^2}$. The angular functions are $L(p,k)=\ln|(p+k)/(p-k)|$ and $M(p,k)=(p^2+k^2)L/(2pk)-1$. The one-phonon absorption rate is $\Gamma_{\rm abs}=\alpha NL(a,k)/k$, and its sequential momentum relaxation is $\Gamma_{\rm seq}=\Gamma_{\rm abs}(1-M^2/L^2)$, evaluated at $p=a$. The off-shell rate is equation (3), with mismatches $D_1$ for absorption first and $D_2<0$ for emission first, and with $1/D_1^2$ read as a finite part.

### Three contributions

Expand the square in (3) and write

$$\Gamma_2=\alpha^2N(N+1)\,(V+R+X),$$

where $V$ comes from $1/D_2^2$ (virtual emission first), $R$ from $1/D_1^2$ and $X$ from interference.

For $V$ and $R$, sum first over the direction of the intermediate momentum $\mathbf p$. For any function $f(p)$,

$$\sum_{\mathbf q}|g_q|^2f(p)=\frac{4\pi\alpha}{(2\pi)^3}\int_0^\infty p^2dp\,f(p)\,2\pi\,\frac{L(p,k)}{pk}=\frac{\alpha}{\pi k}\int_0^\infty p\,L(p,k)f(p)\,dp.\tag{6}$$

The second phonon takes the electron from $p$ to the shell $k$ and contributes $\alpha L(p,k)/p$ times its occupation factor. Hence

$$V=\frac1{\pi k}\int_0^\infty\frac{L^2\,dp}{(p^2+b^2)^2},\qquad R=\frac1{\pi k}\,\mathrm{Fp}\!\int_0^\infty\frac{L^2\,dp}{(a^2-p^2)^2},\qquad b=\sqrt{1-k^2}.$$

For momentum relaxation each event is weighted by $1-\cos\theta$. The mean cosines multiply as before, so $L^2$ becomes $L^2-M^2$.

In the interference term both orders occur for the same pair of phonons. Let $\mathbf p=\mathbf k+\mathbf q$. Then the momentum after emission first is $\mathbf k+\mathbf k'-\mathbf p$. Take $\mu,\mu'$ as the cosines of $\mathbf k,\mathbf k'$ relative to $\mathbf p$, and $\phi$ as their relative azimuth. Expansion gives $-D_2=A+B\cos\phi$ with

$$A=1+p^2+k^2+2k^2\mu\mu'-2pk(\mu+\mu'),\qquad B=2k^2\sqrt{(1-\mu^2)(1-\mu'^2)}.$$

The azimuthal integral of $1/D_2$ is $-2\pi/\sqrt{A^2-B^2}$. The constants in (3), including the 2 of the cross term, give $2\cdot2\pi(4\pi)^2/(2\pi)^6=1/\pi^3$. The $\mathbf p$ integration gives $4\pi p^2dp$, the average over $\mathbf k$ gives $\tfrac12d\mu$, and the final shell gives $\tfrac k2d\mu'$. Their product is

$$X=-\frac{2k}{\pi}\,P\!\int_0^\infty\frac{p^2\,dp}{a^2-p^2}\int_{-1}^1\!\int_{-1}^1\frac{d\mu\,d\mu'}{QQ'\sqrt{A^2-B^2}},\tag{7}$$

with $Q=p^2+k^2-2pk\mu$ and $Q'$ the same with $\mu'$. For momentum relaxation, insert $1-\mu\mu'-\sqrt{(1-\mu^2)(1-\mu'^2)}\cos\phi$ before the azimuthal integration. Since $B\cos\phi=(A+B\cos\phi)-A$, this replaces $1/\sqrt{A^2-B^2}$ by $(1-\mu\mu'+A/2k^2)/\sqrt{A^2-B^2}-1/2k^2$.

These reductions were tested together at $E=0.5$ in the momentum-relaxation form. With $1/D_1$ replaced by $1/(D_1+0.4i)$ to keep everything smooth, a direct four-dimensional integration of the squared amplitude gave 0.9999 times the reduced expressions.

The sequential part of the two-phonon process is already in the one-phonon Boltzmann equation, and the off-shell remainder has been reduced to the three contributions $V$, $R$ and $X$. It remains to evaluate them, to find their behaviour at low energy and near threshold, and to see how much they matter in GaAs.
